# Linear-parabolic film growth from three equal fluxes: verification in Python

```python
"""
Result under test: a film fed by gas transfer, diffusion and a first-order
interface reaction in series grows as x^2 + A x = B (t + tau), where
    A = 2 D (1/k + 1/h),  B = 2 D Cstar / N,  h = h_gas / (K kB T),
    tau = (x_i^2 + A x_i) / B.
Symbols (cgs): x film thickness, x_i initial thickness, D oxidant diffusivity,
k interface rate constant, h_gas gas transfer coefficient, K Henry constant,
P gas pressure, Cstar = K P, N oxidant molecules bound per film volume.
The steady-state assumption is tested against the moving-boundary problem;
its error is controlled by eps = Cstar / N.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erf

KB = constants.k * 1e7          # erg/K
HOUR = constants.hour           # s
MICRON = 1e-4                   # cm

T = 1300.0                      # K
P = 1.0e6                       # dyn/cm^2
K = 5.0e10                      # molecules/cm^3 per dyn/cm^2
D = 5.0e-9                      # cm^2/s
k = 1.0e-3                      # cm/s
h_gas = 1.0                     # cm/s
N = 2.0e22                      # 1/cm^3
x_i = 2.0e-6                    # cm


def solve_fluxes(x, pressure=P, transfer=h_gas):
    """Solve the separate flux equations; return F, P_S/P, C0/C*, Ci/C*."""
    c_star = K * pressure
    flux_unit = k * c_star
    gas_unit = transfer * pressure / (KB * T)
    # unknowns: P_S/P, C0/C*, Ci/C*, F/flux_unit
    matrix = np.array([
        [1.0, 0.0, 0.0, flux_unit / gas_unit],   # gas transfer
        [-1.0, 1.0, 0.0, 0.0],                   # Henry's law
        [0.0, -1.0, 1.0, k * x / D],             # diffusion
        [0.0, 0.0, -1.0, 1.0]])                  # reaction
    p_s, c_0, c_i, f = np.linalg.solve(matrix, [1.0, 0.0, 0.0, 0.0])
    return f * flux_unit, p_s, c_0, c_i


def growth_constants(pressure=P, transfer=h_gas):
    h_eff = transfer / (K * KB * T)
    return 2 * D * (1 / k + 1 / h_eff), 2 * D * K * pressure / N, h_eff


# A and B extracted from the solved flux equations: 1/(dx/dt) = (A + 2x)/B
slow_gas = 1.0e-5               # cm/s, makes gas transfer matter
for pressure, transfer in [(P, h_gas), (2 * P, h_gas),
                           (P, slow_gas), (2 * P, slow_gas)]:
    xa, xb = 1e-6, 5e-5
    inv_a = N / solve_fluxes(xa, pressure, transfer)[0]
    inv_b = N / solve_fluxes(xb, pressure, transfer)[0]
    slope = (inv_b - inv_a) / (xb - xa)
    B_found = 2 / slope
    A_found = B_found * (inv_a - slope * xa)
    A_formula, B_formula, _ = growth_constants(pressure, transfer)
    assert abs(A_found / A_formula - 1) < 1e-9
    assert abs(B_found / B_formula - 1) < 1e-9

A, B, h = growth_constants()
A_slow = growth_constants(P, slow_gas)[0]
tau = (x_i**2 + A * x_i) / B
eps = K * P / N
rate_ratio = solve_fluxes(A / 2)[0] / solve_fluxes(0.0)[0]
assert abs(rate_ratio - 0.5) < 1e-9


def thickness(t):
    return A / 2 * (np.sqrt(1 + 4 * B * (t + tau) / A**2) - 1)


# Numerical growth from the solved fluxes against the closed form
hours = np.array([0.1, 1.0, 10.0, 100.0])
growth = solve_ivp(lambda t, y: [solve_fluxes(y[0])[0] / N],
                   (0, hours[-1] * HOUR), [x_i], t_eval=hours * HOUR,
                   method="RK45", rtol=1e-9, atol=1e-16)
assert growth.success
x_num = growth.y[0]
assert np.allclose(x_num, thickness(hours * HOUR), rtol=1e-6, atol=0)
total_time = hours * HOUR + tau
linear_ratio = x_num / (B / A * total_time)
parabolic_ratio = x_num**2 / (B * total_time)
rates = np.array([solve_fluxes(x)[0] / N for x in x_num])
exponent = rates * total_time / x_num
assert np.allclose(linear_ratio, 1 / (1 + x_num / A), rtol=1e-5)
assert np.allclose(parabolic_ratio, 1 / (1 + A / x_num), rtol=1e-5)
assert np.allclose(exponent, (x_num + A) / (2 * x_num + A), rtol=1e-5)


def moving_boundary(e, kk=1.0, hh=2.0, start=0.5, cells=60):
    """Full diffusion problem, D = N = 1, C* = e, initially empty film.

    Finite volumes stretch with the film; concentrations are in units of C*.
    Returns (x^2+Ax)/(B(t+tau)), the same with stored oxidant added,
    and the smallest and largest concentration met.
    """
    faces = np.arange(1, cells) / cells
    centres = (np.arange(cells) + 0.5) / cells
    a, b = 2 * (1 / kk + 1 / hh), 2 * e
    offset = start**2 + a * start
    t_end = (18.0 - offset) / b

    def rhs(t, state):
        c, x = state[:-1], state[-1]
        dx = x / cells
        g = 2 / dx
        s = g + kk
        c_int = 2 * g * c[-1] / (s + np.sqrt(s * s + 4 * kk * e * g * c[-1]))
        speed = e * kk * c_int
        flow = np.empty(cells + 1)
        flow[0] = (1 - c[0]) / (1 / hh + dx / 2)
        flow[1:-1] = (-(c[1:] - c[:-1]) / dx
                      - faces * speed * (c[1:] + c[:-1]) / 2)
        flow[-1] = kk * c_int
        dc = (flow[:-1] - flow[1:]) / dx - c * speed / x
        return np.append(dc, speed)

    sol = solve_ivp(rhs, (0, t_end), np.append(np.zeros(cells), start),
                    method="BDF", rtol=1e-7, atol=1e-9)
    assert sol.success
    c, x = sol.y[:-1, -1], sol.y[-1, -1]
    stored = np.sum((centres * x + 1 / hh) * c) * x / cells
    supply = b * t_end + offset
    law = x**2 + a * x
    return (law / supply, (law + 2 * e * stored) / supply,
            sol.y[:-1].min(), sol.y[:-1].max())


test_eps = [0.1, 0.01]
moving = [moving_boundary(e) for e in test_eps]
for e, (ratio, balance, c_min, c_max) in zip(test_eps, moving):
    assert abs(balance - 1) < 1e-4      # grid and time-step error
    assert 1 / (1 + e) < ratio < 1
    assert c_min > -1e-6 and c_max < 1 + 1e-6
shortfall = [(1 - m[0]) / e for e, m in zip(test_eps, moving)]
assert abs(shortfall[0] / shortfall[1] - 1) < 0.1

# Diffusion-limited similarity solution x = 2 lam sqrt(D t)
similarity = []
for e in test_eps:
    lam = brentq(lambda s: np.sqrt(np.pi) * s * np.exp(s * s) * erf(s) - e,
                 1e-6, 1.0, xtol=1e-14)
    ratio = 2 * lam**2 / e
    assert 1 / (1 + e) < ratio < 1
    assert abs(ratio - (1 - e / 3)) < e**2
    similarity.append(ratio)

x_one = x_num[1]
F_one, ps_one, c0_one, ci_one = solve_fluxes(x_one)
t_half = (0.75 * A**2) / B - tau

print(f"Temperature T = {T:.0f} K")
print(f"Gas pressure P = {P:.2e} dyn/cm^2")
print(f"Henry constant K = {K:.2e} cm^-3 per (dyn/cm^2)")
print(f"Diffusivity D = {D:.2e} cm^2/s")
print(f"Interface rate constant k = {k:.2e} cm/s")
print(f"Gas transfer coefficient h_G = {h_gas:.2f} cm/s")
print(f"Bound oxidant density N = {N:.2e} cm^-3")
print(f"Initial thickness x_i = {x_i / MICRON:.4f} micrometre")
print(f"Equilibrium concentration C* = {K * P:.3e} cm^-3")
print(f"eps = C*/N = {eps:.3e} (no unit)")
print(f"Effective transfer coefficient h = {h:.2f} cm/s")
print(f"k/h = {k / h:.3e} (no unit)")
print(f"A = {A:.4e} cm = {A / MICRON:.4f} micrometre")
print(f"B = {B:.4e} cm^2/s = {B * HOUR / MICRON**2:.5f} micrometre^2/h")
print(f"B/A = {B / A * HOUR / MICRON:.5f} micrometre/h")
print(f"tau = {tau / HOUR:.4f} h")
print(f"Rate at x=A/2 over rate at x=0 = {rate_ratio:.4f} (no unit)")
print(f"Time t when x=A/2: {t_half / HOUR:.4f} h")
print(f"Slow-gas case h_G = {slow_gas:.1e} cm/s:",
      f"A = {A_slow / MICRON:.4f} micrometre")
print("Growth: t; x; x/linear law; x^2/parabolic law; local exponent")
for row in zip(hours, x_num / MICRON, linear_ratio, parabolic_ratio, exponent):
    print("  {:.1f} h; {:.4f} micrometre; {:.4f}; {:.4f}; {:.4f}".format(*row))
print(f"At t = 1 h: flux F = {F_one:.4e} cm^-2 s^-1")
print(f"At t = 1 h: growth rate = {rates[1] * HOUR / MICRON:.5f} micrometre/h")
print(f"At t = 1 h: 1 - P_S/P = {1 - ps_one:.3e} (no unit)")
print(f"At t = 1 h: 1 - C0/C* = {1 - c0_one:.3e} (no unit)")
print(f"At t = 1 h: Ci/C* = {ci_one:.4f} (no unit)")
print(f"At t = 1 h: gas resistance 1/h = {1 / h:.4e} s/cm")
print(f"At t = 1 h: diffusion resistance x/D = {x_one / D:.2f} s/cm")
print(f"At t = 1 h: reaction resistance 1/k = {1 / k:.2f} s/cm")
print(f"At t = 1 h: diffusion time x^2/D = {x_one**2 / D:.4f} s")
for e, m, s in zip(test_eps, moving, similarity):
    print(f"Moving boundary, eps={e:.2f}: (x^2+Ax)/(B(t+tau)) = {m[0]:.5f}")
    print(f"  with stored oxidant added: {m[1]:.6f}")
    print(f"  lower bound 1/(1+eps): {1 / (1 + e):.5f}")
    print(f"  diffusion-limited similarity x^2/(Bt): {s:.6f}")
print("OK")
```

It prints:

```
Temperature T = 1300 K
Gas pressure P = 1.00e+06 dyn/cm^2
Henry constant K = 5.00e+10 cm^-3 per (dyn/cm^2)
Diffusivity D = 5.00e-09 cm^2/s
Interface rate constant k = 1.00e-03 cm/s
Gas transfer coefficient h_G = 1.00 cm/s
Bound oxidant density N = 2.00e+22 cm^-3
Initial thickness x_i = 0.0200 micrometre
Equilibrium concentration C* = 5.000e+16 cm^-3
eps = C*/N = 2.500e-06 (no unit)
Effective transfer coefficient h = 111.43 cm/s
k/h = 8.974e-06 (no unit)
A = 1.0000e-05 cm = 0.1000 micrometre
B = 2.5000e-14 cm^2/s = 0.00900 micrometre^2/h
B/A = 0.09000 micrometre/h
tau = 0.2667 h
Rate at x=A/2 over rate at x=0 = 0.5000 (no unit)
Time t when x=A/2: 0.5667 h
Slow-gas case h_G = 1.0e-05 cm/s: A = 0.1897 micrometre
Growth: t; x; x/linear law; x^2/parabolic law; local exponent
  0.1 h; 0.0262 micrometre; 0.7927; 0.2073; 0.8283
  1.0 h; 0.0679 micrometre; 0.5956; 0.4044; 0.7120
  10.0 h; 0.2581 micrometre; 0.2793; 0.7207; 0.5812
  100.0 h; 0.9013 micrometre; 0.0999; 0.9001; 0.5263
At t = 1 h: flux F = 2.1205e+13 cm^-2 s^-1
At t = 1 h: growth rate = 0.03817 micrometre/h
At t = 1 h: 1 - P_S/P = 3.806e-06 (no unit)
At t = 1 h: 1 - C0/C* = 3.806e-06 (no unit)
At t = 1 h: Ci/C* = 0.4241 (no unit)
At t = 1 h: gas resistance 1/h = 8.9742e-03 s/cm
At t = 1 h: diffusion resistance x/D = 1357.96 s/cm
At t = 1 h: reaction resistance 1/k = 1000.00 s/cm
At t = 1 h: diffusion time x^2/D = 0.0092 s
Moving boundary, eps=0.10: (x^2+Ax)/(B(t+tau)) = 0.96995
  with stored oxidant added: 1.000002
  lower bound 1/(1+eps): 0.90909
  diffusion-limited similarity x^2/(Bt): 0.968143
Moving boundary, eps=0.01: (x^2+Ax)/(B(t+tau)) = 0.99687
  with stored oxidant added: 1.000000
  lower bound 1/(1+eps): 0.99010
  diffusion-limited similarity x^2/(Bt): 0.996682
OK
```
